**Comparison theorem for Dirac gap levels: numerical tests**

For central potentials with −νħc/r ≤ V1 ≤ V2 ≤ 0 and ν < 1/2, the n-th gap level of V1 in a fixed channel κ lies at or below that of V2. Along V_t = V1 + tW, with W = V2 − V1, each level has the slope ∫W(f² + g²)dr, where f and g are the normalized radial functions. The program takes a Coulomb potential and its exponentially screened form, with ν = 0.4, screening constant μ = 0.08 mc/ħ and κ = −1. It asserts that Laguerre-basis levels agree with the Sommerfeld formula and with direct radial integration, and that slopes agree with energy differences and integrate to the total shifts. It also asserts the Hardy-type bounds on sample functions and the norm identity used to close the lower edge of the gap. The two levels of the screened potential lie 14.27 keV and 9.54 keV above their Coulomb partners. Two square wells deeper than 2mc², outside the hypotheses, show that counting from the bottom of the gap can fail: the well of depth 3.0 mc² has a higher lowest gap level than the well of depth 2.7 mc².

## Numerical verification

```python
# Comparison theorem for Dirac gap eigenvalues, tested in the channel kappa = -1.
# Claim: if -nu/r <= V1 <= V2 <= 0 with nu < 1/2, then E_n(V1) <= E_n(V2),
# because along V_t = V1 + t*W, W = V2 - V1 >= 0, each level has the slope
# dE/dt = integral of W*(f^2 + g^2) dr >= 0 and no level can enter from below.
# Units: hbar = m = c = 1 (energy mc^2, length hbar/mc).
# f, g: upper and lower radial functions; nu: coupling; mu: screening constant.
# Example: V1 = -nu/r, V2 = -nu*exp(-mu*r)/r.
# Counterexample outside the hypotheses: square wells deeper than 2 mc^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

nu, mu, kappa = 0.4, 0.08, -1
gam = np.sqrt(kappa**2 - nu**2)
keV = const.m_e * const.c**2 / const.e / 1000.0

# ---------- Laguerre basis r^gam * exp(-lam*r) * polynomial ----------
size, lam = 50, 0.15
x, w = roots_genlaguerre(110, 2 * gam - 2)
r = x / (2 * lam)
weight = w * x**2 / (2 * lam)
n = np.arange(size)[:, None]
norm = np.exp(0.5 * (np.log(2 * lam) + gammaln(n + 1)
                     - gammaln(n + 2 * gam + 1)))
lag = eval_genlaguerre(n, 2 * gam, x[None, :])
dlag = np.zeros_like(lag)
dlag[1:] = -eval_genlaguerre(n[:-1], 2 * gam + 1, x[None, :])
B = norm * lag
D = 2 * lam * norm * ((gam / x - 0.5) * lag + dlag)


def potential(radius, t):
    return -nu / radius * ((1 - t) + t * np.exp(-mu * radius))


W = potential(r, 1.0) - potential(r, 0.0)


def matrix(a, b, func=1.0):
    return (a * (weight * func)) @ b.T


assert np.max(abs(matrix(B, B) - np.eye(size))) < 1e-9
upper_right = -matrix(B, D) + kappa * matrix(B, B, 1 / r)
one = np.eye(size)


def basis_levels(t):
    v = matrix(B, B, potential(r, t))
    h = np.block([[one + v, upper_right], [upper_right.T, -one + v]])
    e, c = eigh(h)
    return e[size:], c[:, size:], e[size - 1]


def functions(c):
    return c[:size] @ B, c[size:] @ B, c[:size] @ D, c[size:] @ D


def integral(values):
    return float(np.sum(weight * values))


def slope(c):
    f, g, _, _ = functions(c)
    return integral(W * (f**2 + g**2))


# ---------- direct integration of the radial equations in log(r) ----------
def radial_rhs(s, y, E, t):
    rad = np.exp(s)
    v = potential(rad, t)
    return [-kappa * y[0] + rad * (E + 1 - v) * y[1],
            kappa * y[1] - rad * (E - 1 - v) * y[0]]


START = [1.0, (gam + kappa) / nu]


def mismatch(E, t):
    q = np.sqrt(1 - E * E)
    far, mid = 30 / q, np.log(5.0)
    opts = dict(method="DOP853", rtol=1e-11, atol=1e-13, args=(E, t))
    a = solve_ivp(radial_rhs, (np.log(1e-5), mid), START, **opts).y[:, -1]
    b = solve_ivp(radial_rhs, (np.log(far), mid),
                  [1.0, -(q + 1 / far) / (E + 1)], **opts).y[:, -1]
    return (a[0] * b[1] - a[1] * b[0]) / np.hypot(*a) / np.hypot(*b)


def shoot(guess, t):
    return brentq(mismatch, guess - 1e-4, guess + 1e-4, args=(t,), xtol=1e-13)


# ---------- Hardy inequality and the operator bounds ----------
for a in (0.75, 1.0, 2.0):
    left = quad(lambda z: z**(2 * a - 2) * np.exp(-2 * z), 0, np.inf)[0]
    right = quad(lambda z: (a / z - 1)**2 * z**(2 * a) * np.exp(-2 * z),
                 0, np.inf)[0]
    assert left < 4 * right
rng = np.random.default_rng(4)
for trial in range(40):
    c = rng.normal(size=2 * size) * np.tile(0.7**np.arange(size), 2)
    f, g, df, dg = functions(c)
    top, low = f - dg + kappa * g / r, df + kappa * f / r - g
    free = np.sqrt(integral(top**2 + low**2))
    assert np.sqrt(integral((nu / r)**2 * (f**2 + g**2))) <= 2 * nu * free
    v = potential(r, 0.5)
    full = np.sqrt(integral((top + v * f)**2 + (low + v * g)**2))
    w_norm = np.sqrt(integral(W**2 * (f**2 + g**2)))
    assert w_norm <= 2 * nu / (1 - 2 * nu) * full

# ---------- levels along the family ----------
t_grid = [0.0, 0.25, 0.5, 0.75, 1.0]
table = {t: basis_levels(t) for t in t_grid}
for t in t_grid:
    assert table[t][0][0] > 0 and table[t][2] < -1
sommerfeld = np.array([1 / np.sqrt(1 + (nu / (k + gam))**2) for k in range(3)])
assert np.max(abs(table[0.0][0][:3] - sommerfeld)) < 1e-9
end = np.array([shoot(table[1.0][0][k], 1.0) for k in range(2)])
assert np.max(abs(end - table[1.0][0][:2])) < 1e-8
third = shoot(table[0.75][0][2], 0.75)
assert abs(third - table[0.75][0][2]) < 1e-8
for k in range(3):
    stop = 5 if k < 2 else 4
    branch = [table[t][0][k] for t in t_grid[:stop]]
    assert np.all(np.diff(branch) > 0) and branch[-1] < 1

# nodes of f at the upper threshold count the levels of V2
path = solve_ivp(radial_rhs, (np.log(1e-5), np.log(400.0)), START,
                 method="DOP853", rtol=1e-10, atol=1e-12, args=(1.0, 1.0),
                 t_eval=np.linspace(np.log(1e-5), np.log(400.0), 3000))
count_v2 = int(np.sum(path.y[0][1:] * path.y[0][:-1] < 0))
assert count_v2 == 2

# ---------- Hellmann-Feynman: slopes against independent energies ----------
step = 0.01
slopes, differences = [], []
for k in range(2):
    slopes.append(slope(table[0.5][1][:, k]))
    ep = shoot(basis_levels(0.5 + step)[0][k], 0.5 + step)
    em = shoot(basis_levels(0.5 - step)[0][k], 0.5 - step)
    differences.append((ep - em) / (2 * step))
    assert abs(slopes[k] - differences[k]) < 2e-6
nodes, gw = np.polynomial.legendre.leggauss(20)
area = np.zeros(2)
for z, wt in zip(nodes, gw):
    vec = basis_levels((z + 1) / 2)[1]
    area += 0.5 * wt * np.array([slope(vec[:, k]) for k in range(2)])
shift = end - sommerfeld[:2]
assert np.max(abs(area - shift)) < 1e-7

# finite two-point identity between the end points of the family
two_point = []
for k in range(2):
    f0, g0, _, _ = functions(table[0.0][1][:, k])
    f1, g1, _, _ = functions(table[1.0][1][:, k])
    overlap = integral(f0 * f1 + g0 * g1)
    cross = integral(W * (f0 * f1 + g0 * g1))
    assert abs(shift[k] * overlap - cross) < 1e-7
    two_point.append(cross / overlap)

# ---------- norm identity that closes the lower edge ----------
f, g, df, dg = functions(table[1.0][1][:, 0])
v = potential(r, 1.0)
p2 = integral(df**2 + dg**2 + 2 * g**2 / r**2)
v_mean = integral(v * (f**2 + g**2))
v2_mean = integral(v**2 * (f**2 + g**2))
norm_rhs = end[0]**2 - 2 * end[0] * v_mean + v2_mean
assert abs(p2 + 1 - norm_rhs) < 1e-6
assert v2_mean <= 4 * nu**2 * p2

# ---------- square wells: counting from the bottom fails ----------
R = 2.0


def well_match(E, depth):
    k, q = np.sqrt((E + depth)**2 - 1), np.sqrt(1 - E * E)
    return ((E + 1) * (k * np.cos(k * R) - np.sin(k * R) / R)
            + (E + 1 + depth) * (q + 1 / R) * np.sin(k * R))


def well_levels(depth):
    grid = np.linspace(-1 + 1e-9, 1 - 1e-9, 4001)
    val = well_match(grid, depth)
    return [brentq(well_match, grid[i], grid[i + 1], args=(depth,), xtol=1e-14)
            for i in range(len(grid) - 1) if val[i] * val[i + 1] < 0]


def inside_probability(E, depth):
    k, q = np.sqrt((E + depth)**2 - 1), np.sqrt(1 - E * E)
    inner = quad(lambda z: np.sin(k * z)**2 + (
        (k * np.cos(k * z) - np.sin(k * z) / z) / (E + 1 + depth))**2, 0, R)[0]
    outer = quad(lambda z: (np.sin(k * R) * np.exp(-q * (z - R)))**2
                 * (1 + ((q + 1 / z) / (E + 1))**2), R, np.inf)[0]
    return inner / (inner + outer)


deep, shallow = 3.0, 2.7
deep_levels, shallow_levels = well_levels(deep), well_levels(shallow)
critical = 1 + np.sqrt(1 + (np.pi / R)**2)
assert shallow < critical < deep
assert well_levels(critical - 1e-3)[0] < -0.999
assert well_levels(critical + 1e-3)[0] > -0.9
assert len(deep_levels) == 1 and len(shallow_levels) == 2
assert deep_levels[0] > shallow_levels[0]
assert deep_levels[0] < shallow_levels[1]
inside, well_fd = [], []
for k in range(2):
    inside.append(inside_probability(shallow_levels[k], shallow))
    d = 1e-4
    well_fd.append((well_levels(shallow - d)[k]
                    - well_levels(shallow + d)[k]) / (2 * d))
    assert abs(inside[k] - well_fd[k]) < 1e-5

# ---------- printed numbers ----------
print(f"coupling nu = {nu}, screening mu = {mu} mc/hbar, kappa = {kappa}")
print(f"exponent gamma = {gam:.6f}; mc^2 = {keV:.4f} keV")
print("levels E_n(t) in mc^2 (Laguerre basis):")
for t in t_grid:
    m = 3 if t < 1 else 2
    print(f"  t = {t:.2f}: " + "  ".join(f"{e:.8f}" for e in table[t][0][:m]))
print("Sommerfeld levels of V1, n = 1,2,3 (mc^2): "
      + "  ".join(f"{e:.8f}" for e in sommerfeld))
print("levels of V2 by radial integration (mc^2): "
      + "  ".join(f"{e:.8f}" for e in end))
print(f"number of levels of V2 from threshold nodes: {count_v2}")
for k in range(2):
    print(f"level {k + 1}:")
    print(f"  slope at t = 0.5, integral of W(f^2+g^2): {slopes[k]:.7f} mc^2")
    print(f"  slope at t = 0.5, energy difference: {differences[k]:.7f} mc^2")
    print(f"  slope integrated over t: {area[k]:.8f} mc^2")
    print(f"  shift E(V2)-E(V1): {shift[k]:.8f} mc^2 = {shift[k]*keV:.4f} keV")
    print(f"  shift from two-point identity: {two_point[k]:.8f} mc^2")
print("norm identity, lowest level of V2:")
print(f"  c^2<p^2> = {p2:.6f} (mc^2)^2, <V> = {v_mean:.6f} mc^2")
print(f"  <V^2> = {v2_mean:.6f} (mc^2)^2")
print(f"  bound 4 nu^2 c^2<p^2> = {4 * nu**2 * p2:.6f} (mc^2)^2")
print(f"  left side {p2 + 1:.6f}, right side {norm_rhs:.6f} (mc^2)^2")
print(f"square wells, radius {R} hbar/mc:")
print(f"  depth at which lowest level meets -mc^2: {critical:.6f} mc^2")
print(f"  gap levels, depth {deep} mc^2: "
      + "  ".join(f"{e:.6f}" for e in deep_levels) + " mc^2")
print(f"  gap levels, depth {shallow} mc^2: "
      + "  ".join(f"{e:.6f}" for e in shallow_levels) + " mc^2")
for k in range(2):
    print(f"  depth {shallow} mc^2, level {k + 1}: inside probability "
          f"{inside[k]:.6f}, -dE/d(depth) {well_fd[k]:.6f}")
print("checks complete")
```

Output:

```
coupling nu = 0.4, screening mu = 0.08 mc/hbar, kappa = -1
exponent gamma = 0.916515; mc^2 = 510.9990 keV
levels E_n(t) in mc^2 (Laguerre basis):
  t = 0.00: 0.91651514  0.97890631  0.99072558
  t = 0.25: 0.92350784  0.98378595  0.99371774
  t = 0.50: 0.93049393  0.98855230  0.99641576
  t = 0.75: 0.93747314  0.99317269  0.99867495
  t = 1.00: 0.94444517  0.99758260
Sommerfeld levels of V1, n = 1,2,3 (mc^2): 0.91651514  0.97890631  0.99072558
levels of V2 by radial integration (mc^2): 0.94444517  0.99758260
number of levels of V2 from threshold nodes: 2
level 1:
  slope at t = 0.5, integral of W(f^2+g^2): 0.0279308 mc^2
  slope at t = 0.5, energy difference: 0.0279308 mc^2
  slope integrated over t: 0.02793003 mc^2
  shift E(V2)-E(V1): 0.02793003 mc^2 = 14.2722 keV
  shift from two-point identity: 0.02793003 mc^2
level 2:
  slope at t = 0.5, integral of W(f^2+g^2): 0.0188016 mc^2
  slope at t = 0.5, energy difference: 0.0188015 mc^2
  slope integrated over t: 0.01867629 mc^2
  shift E(V2)-E(V1): 0.01867629 mc^2 = 9.5436 keV
  shift from two-point identity: 0.01867629 mc^2
norm identity, lowest level of V2:
  c^2<p^2> = 0.216268 (mc^2)^2, <V> = -0.142489 mc^2
  <V^2> = 0.055146 (mc^2)^2
  bound 4 nu^2 c^2<p^2> = 0.138412 (mc^2)^2
  left side 1.216268, right side 1.216268 (mc^2)^2
square wells, radius 2.0 hbar/mc:
  depth at which lowest level meets -mc^2: 2.862096 mc^2
  gap levels, depth 3.0 mc^2: 0.057999 mc^2
  gap levels, depth 2.7 mc^2: -0.868626  0.302875 mc^2
  depth 2.7 mc^2, level 1: inside probability 0.847134, -dE/d(depth) 0.847134
  depth 2.7 mc^2, level 2: inside probability 0.804755, -dE/d(depth) 0.804755
checks complete
```
